Translation sum rule for the xc kernel as a GGA test

A freshly coded GGA exchange-correlation kernel is about to be used for polarizabilities or phonons, and the decision is whether to trust it. A missing factor of two in a second derivative leaves the ground-state energy untouched, so a converged self-consistent run does not reveal it. A check that needs no reference data compares the kernel with the potential coded from first derivatives:

∫ f(r,r') ∇'n(r') d³r' = ∇v(r)   (1)

Hartree atomic units are used. For a functional E[n], the potential is v(r) = δE/δn(r) and the static kernel is f(r,r') = δv(r)/δn(r'), so that a small change η of the density changes v(r) by ∫f(r,r')η(r')d³r'. Frequency-dependent kernels are not treated. All numbers are those of the numerical output printed after the text.

Entry 1. Local and Coulomb functionals

Take E = ∫e(n(r))d³r and let subscripts on e denote partial derivatives. One variation gives v = e_n(n(r)), a second gives f = e_nn δ(r−r'). The left side of (1) is e_nn∇n, and the chain rule gives ∇v = e_nn∇n. For the Hartree energy, f = 1/|r−r'|. An integration by parts for a decaying density, followed by ∇'(1/|r−r'|) = −∇(1/|r−r'|), gives

∫ ∇'n(r')/|r−r'| d³r' = −∫ n(r') ∇'(1/|r−r'|) d³r' = ∇∫ n(r')/|r−r'| d³r' = ∇v

For E = ∫v_ext n the kernel is zero while ∇v_ext is not, so (1) fails. The first two functionals refer to no fixed position in space and the third does.

Entry 2. Any translation-invariant functional

Define (T_a n)(r) = n(r−a). Assume that (i) E[T_a n] = E[n] for all a and all densities near n, (ii) E is twice differentiable at n, with ∇n an allowed direction of variation, and (iii) n decays at infinity or is periodic.

Apply (i) to n + εη with arbitrary η. Since T_a is linear, E[T_a n + εT_aη] = E[n + εη]. The derivative at ε = 0 is

∫ v[T_a n](r) η(r−a) d³r = ∫ v[n](r) η(r) d³r

Substituting r → r + a on the left and using that η is arbitrary gives v[T_a n](r+a) = v[n](r), that is

v[T_a n](r) = v[n](r−a)   (2)

The potential moves rigidly with the density. To first order in a, T_a n = n − a·∇n. The left side of (2) is then v(r) − ∫f(r,r') a·∇'n(r')d³r' by the definition of f, and the right side is v(r) − a·∇v(r) by Taylor expansion. Equating the first-order terms for each direction of a gives (1). The identity says that the linear response of v to a rigid shift of n is the rigid shift of v. The density need not be self-consistent or a ground state.

A second proof shows the role of kernel symmetry. The first-order term of (i) is −a·∫v∇n, so

F[n] = ∫ v(r) ∇n(r) d³r = 0   (3)

By parts, −∫n∇v = F: the functional exerts no net force on its own density. As (3) holds for all nearby densities, its variation vanishes. Varying v and ∇n in turn, and integrating the second term by parts,

δF = ∫∫ f(r',r) η(r) ∇'n(r') d³r d³r' + ∫ v∇η d³r = ∫ η(r) [∫ f(r',r)∇'n(r')d³r' − ∇v(r)] d³r   (4)

The bracket vanishes. It holds the transposed kernel, and f(r',r) = f(r,r') because f is a second derivative of E, which gives (1) again.

Entry 3. The GGA kernel

Let E = ∫e(n,σ)d³r with σ = |∇n|². A change δn gives δσ = 2∇n·∇δn to first order, so δE = ∫[e_n δn + 2e_σ∇n·∇δn]. Integrating the second term by parts,

v = e_n − 2∇·(e_σ∇n)   (5)

Vary (5), using δe_n = e_nn δn + e_nσ δσ, δe_σ = e_nσ δn + e_σσ δσ and δ∇n = ∇δn:

∫fδn = e_nn δn + e_nσ δσ − 2∇·[(e_nσ δn + e_σσ δσ)∇n + e_σ∇δn]   (6)

Let ∂ be the derivative along a fixed direction and put δn = ∂n. Then δσ = 2∇n·∇∂n = ∂σ. The first two terms are ∂e_n, the round bracket is ∂e_σ, and the square bracket is ∂(e_σ∇n) by the product rule. As ∂ commutes with the divergence, (6) becomes ∂[e_n − 2∇·(e_σ∇n)] = ∂v. With e_σ = 0 this is Entry 1.

At a nuclear cusp of a spherical density, n' stays finite and the divergence in (5) is (r²e_σn')'/r², whose leading part is 2e_σn'/r. Hence v goes as 1/r and ∇v as 1/r², which is integrable in three dimensions. There (1) is read after multiplication by a smooth test function and integration; away from cusps it holds pointwise.

The first test uses a periodic slab with round model parameters,

n(x) = n₀ exp(a cos kx + b sin 2kx), k = 2π/L

with L = 6 bohr, n₀ = 0.05 bohr⁻³, a = 0.7, b = 0.3 and PBE exchange. On M points of spacing h = L/M, with an antisymmetric derivative matrix D and g = Dn, the energy per area is E = hΣ_i e(n_i, g_i²). Then v_i = (1/h)∂E/∂n_i = e_n,i + 2Σ_j D_ji(e_σg)_j, the grid form of (5) because Dᵀ = −D. A second derivative gives K_ij = ∂v_i/∂n_j = h f(x_i,x_j):

K = diag(e_nn) + C + Cᵀ + Dᵀ diag(2e_σ + 4e_σσg²) D, C = diag(2e_nσg) D   (7)

The identity reads K Dn = Dv. For an independent side, the energy was coded separately and differentiated twice numerically. Slab errors are the largest deviation divided by the largest magnitude of the reference. With M = 61 and a Fourier derivative, the slab holds 0.345532 electrons per bohr² and E = −0.106045 hartree/bohr². Covariance (2) under a shift of 0.37 bohr, not a multiple of h, holds to 1.4×10⁻¹¹. The force (3) is 3.4×10⁻¹⁸ against ∫|v n'|dx = 0.0779 hartree/bohr³. Formula (7) matches the numerical Hessian to 1.8×10⁻¹², that Hessian is symmetric to 5.7×10⁻¹³, and it obeys (1) to 1.4×10⁻⁹. At the grid point where |v'| is largest, x = 1.2787 bohr, both sides are 0.236258 hartree/bohr, while the term e_nn n' is 0.211867. The gradient terms supply 0.236258 − 0.211867 = 0.024391, about 10% of v' at that point.

Entry 4. What a correct kernel leaves on a grid

The grid energy is invariant under shifts by multiples of h, not under the infinitesimal shift used in the proof, and D does not obey the chain rule. For central differences Taylor expansion gives Du = u' + (h²/6)u''' + O(h⁴). In the local case, with G(n) = e_n, the third derivative is (G(n))''' = G_nnn n'³ + 3G_nn n'n'' + G_n n''', so the G_n n''' parts cancel in

K Dn − Dv = (h²/6)[G_n n''' − (G(n))'''] = −(h²/6)[G_nnn n'³ + 3G_nn n'n''] + O(h⁴)

Each use of the chain or product rule in Entry 3 fails at the same order, so halving h should divide the GGA residual by a factor tending to 4. The residuals for M = 80, 160, 320 are 8.057×10⁻³, 2.107×10⁻³ and 5.303×10⁻⁴, with ratios 3.82 and 3.97; the second ratio is the tested one.

A Fourier derivative is correct for every mode the grid resolves, so the chain rule fails through unresolved modes of e_n and e_σg that are aliased onto resolved ones. For M = 11, 21, 41, 61, 81 the residuals are 0.25, 7.4×10⁻³, 4.7×10⁻⁶, 1.4×10⁻⁹ and 3.4×10⁻¹³. The steps from 21 to 41 and from 41 to 61 points gain factors of about 1600 and 3400, far more than a low power of h would give. The value at M = 81 is close to double-precision round-off, so the factor of the last step is not interpreted. The value at M = 61 equals the residual found with the numerical Hessian, so that residual comes from the grid and not from numerical differentiation. A residual has to be followed under refinement before the kernel is blamed: 0.8% at M = 80 came from a correct kernel.

Entry 5. Broken invariance

Let E = ∫w(r)e(n,σ)d³r with a fixed weight w. Repeating Entry 3 gives v = w e_n − 2∇·(w e_σ∇n). The kernel varies n at fixed w, so for δn = ∂n it yields w∂e_n − 2∇·[w∂(e_σ∇n)]. The derivative ∂v contains these terms and also those in which ∂ acts on w. The difference is

∫f∂n − ∂v = −[(∂w)e_n − 2∇·((∂w)e_σ∇n)]   (8)

which vanishes for constant w. For w = 1 + 0.2cos kx on the slab, the numerical Hessian gives a largest residual of 0.08619 hartree/bohr and agrees with (8) to 3.0×10⁻⁹.

Entry 6. Fixed particle number

If E is specified at N = N₀ alone, η in Entry 2 must integrate to zero, (2) holds up to a constant that may depend on a, and (1) holds up to a constant vector. To find it, compare two smooth extensions in N,

E' = E + (N − N₀)c[n], g(r) = δc/δn(r)

with E invariant. Since δN/δn = 1, v' = v + c + (N − N₀)g(r). Differentiating again and setting N = N₀ gives f' = f + g(r') + g(r). At N₀, ∇v' = ∇v because c is a number. Using (1) for E, and ∫∇n = 0 from (iii),

∫f'∇'n − ∇v' = g(r)∫∇n + ∫g∇n = ∫g∇n ≡ C   (9)

If c is invariant, C = 0 by (3) applied to c. Otherwise C can be measured and removed: multiply (9) by n, integrate, and use ∫n∇v = 0 to obtain C = (1/N₀)∫∫n(r)f'(r,r')∇'n(r'). On the slab, c = ∫n sin kx dx (unit coefficient) gives a residual of −0.119447 hartree/bohr at every point, equal to ∫g n'dx and to the last formula. The invariant choice c = 10∫n²dx has g = 20n and ∫g n'dx = 10∫(n²)'dx = 0; its largest residual is 3.3×10⁻¹⁰ hartree/bohr. A GGA is defined for all N by the same invariant integrand, so C = 0 for it.

Entry 7. Spin

E[n↑,n↓] is invariant when both densities move together. Entry 2 then runs with v_s = δE/δn_s and f_ss' = δv_s/δn_s', both densities change at first order in a, and

Σ_s' ∫ f_ss'(r,r') ∇'n_s'(r') d³r' = ∇v_s(r)   (10)

With full PBE, n↑ = 0.6n(x) and n↓ = 0.4n(x − 1 bohr), a finite-difference kernel obeys (10) to 9.8×10⁻⁷. This is larger than the exchange-only residual on the same grid; slower Fourier convergence of the correlation part is a conjecture for the cause. Without the ↑↓ block the spin-up equation fails by 0.229. Exchange is a sum of separate ↑ and ↓ functionals, so that block comes from correlation.

Entry 8. A potential without a parent energy

The step from (2) to (1) uses no energy. Any potential built covariantly from the density obeys (1), while (4) becomes δF/δn(r) = ∫f(r',r)∇'n − ∇v, which need not vanish. Take LDA exchange plus the LB94 gradient correction,

v = −(3n/π)^(1/3) − β n_s^(1/3) y²/(1 + 3βy asinh y), y = |∇n_s|/n_s^(4/3), n_s = n/2

with β = 0.05. On the slab with M = 301 the direct form holds to 1.8×10⁻¹⁰, the transposed form fails by 1.786, and F = 0.00483 hartree/bohr³. A nonzero F, by (3), rules out an invariant parent energy. The lack of mirror symmetry in the model density matters: for an even n(x), v is even, n' is odd, and F vanishes by parity. Passing (1) therefore does not show that a kernel is symmetric; the transposed form has to be run as well.

Entry 9. Weak form

A basis-set code holds matrix elements with φ = χ_μχ_ν. Multiplying (6) by φ and moving the divergence onto φ, with no surface term for decaying φ,

L = ∫ [φA + B·∇φ] d³r
A = e_nn δn + e_nσ δσ
B = 2(e_nσ δn + e_σσ δσ)∇n + 2e_σ∇δn   (11)

with δn = ∂n. On the other side, ∫φ∂v = −∫v∂φ, and inserting (5) with one more integration by parts gives

R = −∫ [e_n∂φ + 2e_σ∇n·∇∂φ] d³r   (12)

Second partials of e enter L and not R. With A = ∂e_n and B = 2∂(e_σ∇n) from Entry 3, the product rule gives

L − R = ∫ ∂[φe_n + 2e_σ∇n·∇φ] d³r   (13)

This is the integral of a total derivative: zero analytically, and a quadrature error on a grid. Contraction with the density matrix P turns φ into n, so Tr(PL) = ∫n∂v = 0 is the zero-force condition (the output writes D for P).

For spherical n(r) and ∂ = ∂/∂z, δn = q(r)cosθ with q = n'. Take φ = p(r)cosθ. The gradient of p cosθ has the radial component p'cosθ and the polar component −(p/r)sinθ, and likewise for q. Hence δσ = 2n'q'cosθ, ∇n·∇φ = n'p'cosθ and ∇φ·∇δn = p'q'cos²θ + (pq/r²)sin²θ. The solid-angle integrals of cos²θ and sin²θ are 4π/3 and 8π/3, so

L = (4π/3)∫ r² {p(e_nn q + 2e_nσ n'q') + 2p'n'(e_nσ q + 2e_σσ n'q') + 2e_σ(p'q' + 2pq/r²)} dr

For R, ∂v/∂z = v'cosθ gives (4π/3)∫r²p v'dr = −(4π/3)∫r²ψ v dr with ψ = (r²p)'/r². Inserting v = e_n − 2(r²e_σn')'/r² and integrating by parts once more,

R = −(4π/3)∫ r² [ψe_n + 2e_σn'ψ'] dr

The end terms at r = 0, r²p v and r²ψe_σn', vanish for p ∝ r although v goes as 1/r. With p = r e^(−2r), ψ = (3 − 2r)e^(−2r) and ψ' = (4r − 8)e^(−2r). The model densities are sums of two-electron shells (2ζ³/π)e^(−2ζr), which have a cusp. With full PBE, ζ = 1 bohr⁻¹ gives L = R = 0.32438090, and the pair ζ = 3 and 1 bohr⁻¹ gives L = R = 0.53317885, in atomic units.

Entry 10. An error the identity cannot see

Suppose the coded second partials carry errors Δ_nn, Δ_nσ, Δ_σσ. By (11) L is unchanged for every φ if, at each point,

Δ_nn∂n + Δ_nσ∂σ = 0 and Δ_nσ∂n + Δ_σσ∂σ = 0   (14)

Where ∇n and ∇σ are not parallel, (14) imposed for all directions forces Δ_nn = Δ_nσ = 0 through the first equation and then Δ_σσ = 0 through the second. In a spherical density both gradients are radial, ∂σ = t∂n, and (Δ_nn, Δ_nσ, Δ_σσ) ∝ (t², −t, 1) satisfies (14), since t² − t·t = 0 and −t + t = 0. For one exponential, σ = 4ζ²n², so ∂σ = 8ζ²n∂n and t = 2σ/n, a function of n and σ that can sit inside a kernel routine. Choose the error e_σσ(t², −t, 1) with t = 2σ/n. Collecting its terms in (11),

ΔL = ∫ e_σσ (tφ − 2∇n·∇φ)(tδn − δσ) d³r   (15)

For δn = ∂n the last factor is 2σ∂n/n − ∂σ = −n²∂(σ/n²), which vanishes where |∇ln n| is constant along the shift. For ζ = 1 the corrupted kernel returns L = 0.32438090, the same eight digits as R. For two shells it returns 0.53917976, too large by 0.00600091, or 1.1% of R. On the single exponential, the perturbation δn = r²e^(−2r)cosθ, which is not a translation, changes the matrix element from −0.717215 to −0.697081, by 2.8% of the true value. The identity is a necessary condition that probes the kernel along the translation directions of the chosen density, and a one-exponential density is a poor choice.

Entry 11. Water

The density is the self-consistent PBE/def2-SVP density of H₂O at a round, unoptimized geometry: bonds of 1.8 bohr, an angle of 105°, oxygen at the origin, hydrogens at positive z. There are 24 basis functions and the energy is −76.271596 hartree. The values below belong to this level of theory, with an approximate functional, a finite Gaussian basis and no nuclear cusp. The shift is along z, the twofold axis; ∂n and ∇∂n come from analytic derivatives of the basis functions. Errors are Frobenius norms of the 24×24 matrix L − R divided by that of R, which is 2.52067 hartree/bohr on the finest grid and depends on the basis.

With (radial, angular) points per atom of (30, 86), (50, 194) and (75, 434), the relative residual is 3.08×10⁻³, 3.33×10⁻⁵ and 7.79×10⁻⁷, and Tr(PL) is 3.0×10⁻⁴, −2.0×10⁻⁵ and −3.7×10⁻⁷ hartree/bohr. The finest residual is 7.79×10⁻⁷ × 2.52 = 2.0×10⁻⁶ hartree/bohr in norm. That the residual is quadrature error, as (13) states, is checked on the middle grid: the matrix of v was built for n(r ± a ẑ) with a = 10⁻⁵ bohr at fixed φ and fixed grid, and the difference quotient agrees with L to 1.1×10⁻⁹, far below 3.33×10⁻⁵. This finite shift removes the grid from the comparison, but it probes the same δn = ∂n and shares the blind spot (14).

For the fourth occupied orbital, 3a₁, both L and R give ⟨∂v/∂z⟩ = −0.089948 hartree/bohr, or −4.6253 eV/Å. The exchange-correlation force −∂v/∂z on an electron in that orbital points on average toward the hydrogen side, and by Tr(PL) = 0 the other four occupied orbitals together balance it.

Five deliberately faulty kernels were run on the finest grid. Each line gives the relative residual and the 3a₁ value of L in hartree/bohr.

e_σσ set to zero: 0.135, −0.059918
δσ without its factor 2: 0.181, −0.093267
term 2e_σ∇δn dropped: 0.349, −0.117228
e_nn term alone: 0.153, −0.142521
error (15) added: 0.0305, −0.095862

Keeping e_nn alone gives a smaller matrix residual than dropping the single e_σ term. L is linear in the coefficients, so each of these two residuals is the norm of the omitted terms; 0.153 for all gradient terms against 0.349 for one of them means that the e_nσ and e_σσ terms partly cancel the e_σ term. The size of a residual therefore does not count the missing terms. The relative change of one element does not track the matrix norm: the missing factor 2 moves the 3a₁ value by 0.093267 − 0.089948 = 0.003319, or 3.7% of R for that orbital, against 18% in the matrix norm, whereas keeping e_nn alone moves it by 0.142521 − 0.089948 = 0.052573, or 58%, against 15% in the matrix norm.

The error that the exponential density hid shows here at 0.0305. That is about 10 times the residual of the correct kernel on the coarse grid, 900 times on the middle grid and 4×10⁴ times on the fine one. For this molecule and these five faults the middle grid separates a correct kernel from a faulty one by factors of about 900 to 10⁴, taking the fault sizes from the finest grid. For a translation-invariant functional, and with ∂n, ∇∂n and the basis-function derivatives ∂φ and ∇∂φ in (12) correctly coded, a residual that stays at a size like that of these faults while the grid is refined shows that kernel and potential disagree; without invariance, a kernel that matches its potential can leave such a residual too, by (8). The identity does not say which of the two is wrong, so the kernel is blamed only after the potential has been checked against the energy. The three grids do not show how far the residual of a correct kernel falls on still finer grids, so round-off is not the level to demand. If the residual falls under refinement to values orders of magnitude below such fault sizes, the matrix elements of the kernel along ∂n agree with those of its potential to that accuracy; the basis products χ_μχ_ν give finitely many conditions, so this is agreement over the basis and not at every point. Still to be checked are symmetry, for which the transposed form (4) is a necessary test along ∂n only, the response to a perturbation that is not a translation, by finite differences of v, and the potential itself against the intended energy, since by Entry 2 a potential and kernel derived from a wrong but invariant energy pass all of these tests.

Numbers as computed

```
slab: L=6.0 bohr, n0=0.05 bohr^-3, a=0.7, b=0.3, M=61, N/area=0.345532 bohr^-2
slab E_x/area = -0.106045 Ha/bohr^2
covariance, shift 0.37 bohr: rel err 1.4e-11
zero force: 3.4e-18 of scale 7.7861e-02 Ha/bohr^3
kernel formula vs numerical Hessian 1.8e-12; asymmetry 5.7e-13
identity with numerical Hessian: rel err 1.4e-09
at x=1.2787 bohr: n=0.067150 bohr^-3, n'=-0.085648 bohr^-4
  f*n'=0.236258, v'=0.236258, enn n' only=0.211867 Ha/bohr
spectral residual M=11,21,41,61,81: 2.5e-01, 7.4e-03, 4.7e-06, 1.4e-09, 3.4e-13
central residual M=80,160,320: 8.057e-03, 2.107e-03, 5.303e-04
central ratios 3.82, 3.97
w=1+0.2cos kx: max residual 0.08619 Ha/bohr, formula err 3.0e-09
gauge c=int n sin kx: residual -0.119447..-0.119447, int g n'=-0.119447 Ha/bohr
gauge c=10 int n^2: max residual 3.3e-10 Ha/bohr
LB94 (beta=0.05, M=301): direct 1.8e-10, transposed 1.786
LB94 int v n' dx = 0.00483 Ha/bohr^3
spin PBE, up=0.6n(x), down=0.4n(x-1): err 9.8e-07; no cross block 0.229
zeta=(1.0,) 1/bohr: L=0.32438090, R=0.32438090, corrupted L=0.32438090 a.u.
zeta=(3.0, 1.0) 1/bohr: L=0.53317885, R=0.53317885, corrupted L=0.53917976 a.u.
zeta=1, dn=r^2 exp(-2r)cos: true -0.717215, corrupted -0.697081 a.u.
H2O PBE/def2-SVP: R=1.8 bohr, angle=105.0 deg, nao=24, E=-76.271596 Ha
grid (30, 86), 7744 pts: |L-R|/|R|=3.08e-03, Tr(DL)=3.0e-04 Ha/bohr
grid (50, 194), 29104 pts: |L-R|/|R|=3.33e-05, Tr(DL)=-2.0e-05 Ha/bohr
  L vs finite translation (1e-5 bohr): 1.1e-09
grid (75, 434), 97656 pts: |L-R|/|R|=7.79e-07, Tr(DL)=-3.7e-07 Ha/bohr
finest grid |R|_F = 2.52067 Ha/bohr
3a1 <d_z v>: L=-0.089948, R=-0.089948 Ha/bohr; R=-4.6253 eV/Angstrom
fault 'no ess': |L-R|/|R|=1.35e-01, 3a1 L=-0.059918 Ha/bohr
fault 'half dsig': |L-R|/|R|=1.81e-01, 3a1 L=-0.093267 Ha/bohr
fault 'no es term': |L-R|/|R|=3.49e-01, 3a1 L=-0.117228 Ha/bohr
fault 'enn only': |L-R|/|R|=1.53e-01, 3a1 L=-0.142521 Ha/bohr
fault 'blind-spot error': |L-R|/|R|=3.05e-02, 3a1 L=-0.095862 Ha/bohr
```
